\section*{The Raman Area Ratio of Silicon Films Is Not a Volume Ratio}

\section{Two films with the same spectrum}

Two silicon films, each 300 nm thick, lie on glass. Film 1 has an amorphous layer of 78.8 nm on top of crystalline silicon. Film 2 has 75.9 nm of crystalline silicon on top of an amorphous layer. Film 1 is 74\% crystalline by volume and film 2 is 25\% crystalline. In the model below, both give equal areas for the amorphous Raman band near 480 cm$^{-1}$ and the crystalline band near 520 cm$^{-1}$. Reading the area ratio as a volume ratio would assign 50\% to both.

To see this, follow the light. A laser beam of wavelength 532 nm enters at normal incidence, and the scattered light is collected backwards through the same surface. At depth $z$ in a material with absorption coefficient $\alpha_L$ at the laser wavelength, the laser intensity has fallen by $e^{-\alpha_L z}$. Light scattered there, shifted to about 546.5 nm, falls by a further $e^{-\alpha_S z}$ on its way out. The signal from that depth is therefore reduced by $e^{-\kappa z}$, with
\begin{equation}
\kappa=\alpha_L+\alpha_S .
\end{equation}
Rough typical values for amorphous silicon are $8\times10^4$ and $7\times10^4$ cm$^{-1}$, so $\kappa_a=1.5\times10^5$ cm$^{-1}=0.0150$ nm$^{-1}$. For crystalline silicon we take one tenth of each, so $\kappa_c=0.0015$ nm$^{-1}$. The signal decays over $1/\kappa_a=67$ nm in the amorphous phase and $1/\kappa_c=667$ nm in the crystalline phase.

A pure layer of thickness $t$ at the surface then counts with the effective length
\begin{equation}
L_j(t)=\int_0^t e^{-\kappa_j z}\,dz=\frac{1-e^{-\kappa_j t}}{\kappa_j},\qquad j=a,c. \label{L}
\end{equation}
Let $y$ be the crystalline signal per unit volume divided by the amorphous one, at equal local light fields and for the two bands whose areas are measured. We assume $y=0.8$. Areas are given in units of the amorphous signal per nanometre at the surface.

In film 1 the amorphous layer transmits $e^{-0.0150\times78.8}=0.307$ of the signal from below it. The crystalline layer is $300-78.8=221.2$ nm thick, so
\begin{align}
A_a&=\frac{1-0.307}{0.0150}\approx46,\\
A_c&=0.8\times0.307\times\frac{1-e^{-0.0015\times221.2}}{0.0015}\approx46 .
\end{align}
In film 2 the crystalline layer transmits $e^{-0.0015\times75.9}=0.8924$, and the amorphous layer is 224.1 nm thick:
\begin{align}
A_c&=0.8\times\frac{1-0.8924}{0.0015}\approx57,\\
A_a&=0.8924\times\frac{1-e^{-0.0150\times224.1}}{0.0150}\approx57 .
\end{align}
Both ratios are $R=A_a/A_c=1$. In film 1 the amorphous layer dims the crystal beneath it. In film 2 the amorphous layer dims itself: its lower half supplies only 16\% of the amorphous signal. No function of $R$, $y$ and the film thickness alone can return both volume fractions, because these inputs are the same for the two films.

\section{What the ratio does measure}

The general result rests on these assumptions. The areas are corrected for the response of the instrument, and the bands are separated correctly. Light travels as rays at normal incidence, without interference, and crosses the film once in each direction: reflection at the glass, which is in fact about 23\%, is neglected. The two phases have equal real refractive indices. These conditions define the ray model. The last section estimates what most of these assumptions cost; the response of the instrument is not treated.

Consider first a film that is uniform along its surface but may vary with depth. Let $f_a(z)$ and $f_c(z)=1-f_a(z)$ be the local volume fractions, and $\kappa(z)$ the local attenuation. A slice at depth $z$ contributes with weight
\begin{equation}
w(z)=\exp\left[-\int_0^z\kappa(z')\,dz'\right].
\end{equation}
Both phases in a slice share this weight, since light reaching or leaving either has crossed the same material. With a common constant $C$,
\begin{equation}
A_a=C\int_0^d f_a w\,dz,\qquad A_c=Cy\int_0^d f_c w\,dz. \label{areas}
\end{equation}
Multiply the first area by $y$ and add the second. Because $f_a+f_c=1$,
\begin{equation}
A_c+yA_a=Cy\int_0^d w\,dz .
\end{equation}
Dividing $yA_a$ by this sum, and then dividing numerator and denominator on the left by $A_c$, gives
\begin{equation}
\frac{yR}{1+yR}=\frac{\int_0^d f_a w\,dz}{\int_0^d w\,dz}. \label{weighted}
\end{equation}
The ratio corrected for scattering strength is thus an average of the amorphous fraction, weighted towards the surface. It equals the volume average if $f_a$ is constant or $w$ is nearly constant, but not in general.

A film whose amorphous fraction rises linearly from zero at the surface to one at the bottom shows the difference. Its true crystalline fraction is $X=0.500$. With $d=300$ nm and $\kappa(z)$ equal to the volume average of $\kappa_a$ and $\kappa_c$, equation (\ref{weighted}) returns an apparent value of 0.667. The crystal-rich part lies where the weight is largest.

\section{Uniform mixtures: absorption cancels}

If the phases are mixed on a scale much finer than the absorption lengths and the wavelength, and $f_a$ does not depend on depth, it comes out of the integral in (\ref{weighted}). The weight cancels and $f_a=yR/(1+yR)$. Hence
\begin{equation}
\frac{V_a}{V_c}=yR,\qquad X=\frac{1}{1+yR}. \label{mix}
\end{equation}
This holds for any thickness and any $\kappa$. An absorption correction applied to such a film would introduce an error. For $R=1$ and $y=0.8$, $X=1/1.8=0.556$.

The cancellation does not require the phases to absorb equally. Take alternating pure layers of equal thickness $\delta$, amorphous first. Each pair contributes areas in the ratio $L_a(\delta)/[y e^{-\kappa_a\delta}L_c(\delta)]$, and all pairs have the same ratio. For small $\delta$, equation (\ref{L}) gives $L_j\approx\delta(1-\kappa_j\delta/2)$, so
\begin{equation}
yR\approx1-\frac{\kappa_a\delta}{2}+\kappa_a\delta+\frac{\kappa_c\delta}{2}
=1+\frac{(\kappa_a+\kappa_c)\delta}{2}.
\end{equation}
The true volume ratio is 1. For $\delta=1$ nm the predicted excess is $0.0165/2$, or 0.83\%. Summing the signal slice by slice through 300 nm gives 0.83\% for 1.0 nm layers and 0.41\% for 0.5 nm layers. The error vanishes in proportion to the layer thickness.

\section{Columns: each phase has its own depth}

Now let the phases stand side by side as columns through the whole film, each much wider than the wavelength. Light entering a column is taken to stay in it. The weight is no longer shared, and the cancellation fails. If $f_a$ and $f_c$ are the fractions of the surface, which here equal the volume fractions,
\begin{equation}
A_a=Cf_aL_a(d),\qquad A_c=Cyf_cL_c(d).
\end{equation}
Dividing the two and solving for the volume ratio gives
\begin{equation}
\frac{V_a}{V_c}=\frac{f_a}{f_c}=yR\,\frac{L_c(d)}{L_a(d)}. \label{col}
\end{equation}
For the 300 nm film,
\begin{equation}
\frac{V_a}{V_c}=0.8\times1\times\frac{241.58}{65.93}=2.93,\qquad
X=\frac{1}{1+2.93}=0.254 .
\end{equation}
The same spectrum that means 56\% crystalline in a fine mixture means 25\% in columns.

For $\kappa_jd\ll1$, $L_j\to d$ and (\ref{col}) returns to $yR$. For $\kappa_jd\gg1$ in both phases, $L_j\to1/\kappa_j$ and
\begin{equation}
\frac{V_a}{V_c}\to yR\,\frac{\kappa_a}{\kappa_c}. \label{colthick}
\end{equation}
The 300 nm film lies between these limits: it is thick for the amorphous phase but not for the crystalline one.

\section{Layers, and bounds on every stack}

For an amorphous layer of thickness $t$ on top, the crystal below is dimmed by $e^{-\kappa_at}$:
\begin{equation}
R_{\rm top}(t)=\frac{L_a(t)}{y\,e^{-\kappa_at}L_c(d-t)}. \label{top}
\end{equation}
For an amorphous layer of thickness $t$ beneath, it is the amorphous signal that is dimmed:
\begin{equation}
R_{\rm under}(t)=\frac{e^{-\kappa_c(d-t)}L_a(t)}{y\,L_c(d-t)}. \label{under}
\end{equation}
In both expressions the numerator grows with $t$ and the denominator falls. Each ratio therefore rises steadily from zero at $t=0$ to infinity at $t=d$, and a measured $R$ fixes one thickness for each order. For $R=1$ these are $t_{\rm top}=78.8$ nm and $t_{\rm under}=224.1$ nm, the films of the first section, with $X=1-t/d=0.737$ and $0.253$.

These two answers bound $X$ for every stack of pure layers with the same $R$, $y$, $\kappa_j$ and $d$. To prove it, take neighbouring slabs of thickness $\delta_a$ and $\delta_c$, and let $w_0$ be the weight at their upper face. With the amorphous slab first they contribute
\begin{equation}
Cw_0L_a(\delta_a)\quad\text{and}\quad Cyw_0e^{-\kappa_a\delta_a}L_c(\delta_c)
\end{equation}
to $A_a$ and $A_c$. With the crystalline slab first they contribute
\begin{equation}
Cw_0e^{-\kappa_c\delta_c}L_a(\delta_a)\quad\text{and}\quad Cyw_0L_c(\delta_c).
\end{equation}
Moving the amorphous slab up therefore raises $A_a$ and lowers $A_c$. Slabs above the pair are unaffected, and those below still see the factor $e^{-\kappa_a\delta_a-\kappa_c\delta_c}$. Repeated exchanges bring all amorphous material to the top, or all of it to the bottom, without changing its total thickness $t$. Hence
\begin{equation}
R_{\rm under}(t)\le R\le R_{\rm top}(t).
\end{equation}
Since both functions rise with $t$, the right inequality requires $t\ge t_{\rm top}$ and the left one $t\le t_{\rm under}$. Therefore
\begin{equation}
1-\frac{t_{\rm under}}{d}\le X\le1-\frac{t_{\rm top}}{d}. \label{bounds}
\end{equation}
In the example, with $y$, $\kappa_j$ and $d$ known, $R=1$ establishes $0.253\le X\le0.737$ for any order of the layers.

The proof exchanges layers in depth and says nothing about columns. These can indeed fall outside: for $y=0.2$, with $R$ and $d$ unchanged, the stack bounds are 0.700 and 0.888, while columns give $X=0.577$.

\subsection*{Thin and thick films}

Let $v=t/(d-t)$ be the true volume ratio. Expanding (\ref{top}) and (\ref{under}) to first order in the optical depths gives
\begin{equation}
yR\approx v\left\{1\pm\tfrac12\left[\kappa_at+\kappa_c(d-t)\right]\right\},
\end{equation}
with the plus sign for the amorphous layer on top. The error of the simple formula (\ref{mix}) is then half the attenuation exponent of the whole film, relative to the volume ratio. For a 10 nm film with $R=1$ and $y=0.8$, the two orders give $X=0.565$ and 0.546, columns give 0.539, and a mixture gives 0.556. Within the ray model the arrangement hardly matters at this thickness, and $y$ is the main correction. This does not carry over to a smooth film, where interference makes the light fields depend on depth and on the arrangement even at 10 nm.

Thick films allow explicit solutions. If the crystal under an amorphous top layer is much thicker than $1/\kappa_c$, then $L_c\to1/\kappa_c$ and (\ref{top}) becomes $yR\kappa_a/\kappa_c=e^{\kappa_at}-1$, so
\begin{equation}
t=\frac{1}{\kappa_a}\ln\left(1+yR\frac{\kappa_a}{\kappa_c}\right).
\end{equation}
If instead the amorphous layer under a crystalline layer of thickness $h$ is much thicker than $1/\kappa_a$, then (\ref{under}) becomes $yR\kappa_a/\kappa_c=1/(e^{\kappa_ch}-1)$, and
\begin{equation}
h=\frac{1}{\kappa_c}\ln\left(1+\frac{\kappa_c}{\kappa_a yR}\right).
\end{equation}
The first formula gives $\ln 9/0.0150=146.5$ nm, almost twice the 78.8 nm found for the 300 nm film, whose crystal is far from opaque. The second gives 78.5 nm, close to the full result of 75.9 nm, because 224 nm of amorphous silicon is more than three absorption lengths.

\section{Finding $y$, and finding the arrangement}

It is tempting to obtain $y$ by comparing thick pure samples. Their areas are $C/\kappa_a$ and $Cy/\kappa_c$, so
\begin{equation}
\frac{A_c}{A_a}=y\,\frac{\kappa_a}{\kappa_c}=0.8\times10=8 .
\end{equation}
This is ten times $y$, because the laser samples ten times more depth in the crystal. Put into (\ref{mix}) as if it were $y$, it would give $X=1/9=0.11$ for the mixture instead of 0.556. The number 8 is the right factor for thick columns, as (\ref{colthick}) shows. A calibration is tied to the geometry in which it is used.

An error in $y$ also matters. For mixtures and columns $X=1/(1+q)$, with $q$ proportional to $y$, so that
\begin{equation}
\frac{dX}{d\ln y}=-\frac{q}{(1+q)^2}=-X(1-X).
\end{equation}
For the mixture this is $-0.247$: a 10\% rise in $y$ lowers $X$ by about 0.024. A change from $y=0.5$ to $y=1.0$, at fixed $R=1$, takes $X$ from 0.667 to 0.500.

A second measurement through the glass tests the arrangement. It reverses the order of the layers and leaves $y$ and the absorption unchanged. In the ray model, film 1 then has its amorphous layer beneath, and (\ref{under}) with $t=78.8$ nm gives $R=0.22$. Film 2 has its amorphous layer on top, and (\ref{top}) with $t=224.1$ nm gives $R=32$. Uniform mixtures and columns keep $R=1$. The method requires a transparent substrate whose own Raman signal near the two bands is negligible or has been subtracted. Within the ray model, a changed ratio reveals a variation with depth. In a real film the ratio can also change for columns, because the air and glass surfaces reflect differently; this happens with or without interference, and for the 300 nm columns it lowers the ratio by about one fifth. Reflections also alter the layered values: the wave calculation of the last section gives about 0.32 and 10 through the glass in place of 0.22 and 32. An unchanged ratio does not prove a uniform mixture either: in the ray model, columns and stacks that are symmetric in depth also keep their ratio.

\section{Real films and the limits of the model}

Silicon films for solar cells and transistors can contain both phases. Growth from a plasma on glass may begin with an amorphous layer before crystallites form, which resembles film 2. The thickness of 300 nm is below that of typical microcrystalline solar absorbers, which are of the order of a micrometre. Grown columns are often narrower than the wavelength, so the column formula suits wide crystallized patches better. The value of $y$ depends on crystallite size and is uncertain. The value 0.8 is typical of small crystallites, and values near 0.1 have been reported for large crystals, such as thick crystalline layers or wide columns. With $y=0.1$ and $R=1$, the mixture gives $X=0.91$, columns give 0.73 and the stack bounds are 0.86 and 0.93. The absorption matters too: for the 300 nm columns with $R=1$, dividing or multiplying $\kappa_a$ by 1.5 gives $X=0.33$ or 0.19. The ray model also leaves out the reflection at the glass and, in a smooth film, interference.

The effect of interference, together with that of unequal real indices, was estimated by solving Maxwell's equations for flat layers, with real indices 4.4 for amorphous silicon, 4.15 for crystalline silicon and 1.5 for glass. The Raman signal at each depth was taken as the product of the field intensities at the laser and Stokes wavelengths, the second factor following from reciprocity. The thickness was varied over 64.1 nm, one interference period of crystalline silicon at the laser wavelength, centred on 300 nm, with the true $X$ held fixed. The resulting ratios were then interpreted with the ray formulas:
\begin{center}
\begin{tabular}{lcc}
Arrangement & True $X$ & Inferred $X$ (mean)\\
Columns & 0.25 & 0.23--0.63 (0.41)\\
Amorphous on top & 0.74 & 0.76--0.82 (0.80)\\
Amorphous beneath & 0.25 & 0.24--0.29 (0.27)
\end{tabular}
\end{center}
For columns the ray formula is unreliable in a smooth film of this thickness, and averaging over the period does not remove the bias. Part of it comes from the front surface: the different indices favour the crystalline signal by a factor 1.217. This alone would raise the inferred $X/(1-X)$ from 0.34 to 0.42, or $X$ to 0.29. The rest of the shift in the mean comes from light reflected at the glass, the other effect that the ray formula leaves out for a pure column. Most of it does not need interference: adding the reflected intensities without phases already gives $X=0.38$. For the amorphous top layer the inferred value is too high at every thickness examined. With the amorphous layer beneath, the inferred value is the lower bound in (\ref{bounds}), and it can exceed the true $X$: the table shows up to 0.29 against 0.25. That range depends on the window, since the crystalline top layer changes by only a quarter of its period; for thicknesses from 172 to 428 nm it widens to 0.18--0.30. The bounds therefore hold only within the ray model. A film of this thickness on glass needs the reflections included, and a smooth film needs the wave calculation.

In a fine mixture the phases share the large-scale interference pattern, but their local fields differ. For spherical regions in a symmetric effective medium of permittivity $\varepsilon_m$, the field inside phase $j$ is proportional to $1/(\varepsilon_j+2\varepsilon_m)$. The crystal has the smaller permittivity and hence the larger field. The signal varies as the fourth power of the field, twice for the laser and twice for the scattered light. This multiplies $y$ by 1.178 and lowers $X$ from 0.556 to 0.515.

Band separation matters about as much. If 10\% of the area assigned to the amorphous band belongs to the crystalline one, the true ratio is $0.9/1.1=0.82$ and the mixture has $X=0.604$. Grain orientation matters when few grains are lit. With all scattered polarizations detected, the signal of one randomly oriented grain has a standard deviation of 19\% of its mean, which falls to 1.9\% for 100 independent, equally weighted grains. Two other effects are small here. The change in phonon occupation between 300 and 400 K alters $y$ by $-0.9\%$ (heating also raises the absorption, which is not included here), and the most oblique rays of a lens with numerical aperture 0.5 travel 0.7\% further in the crystal. The numerical output lists these values together with the inputs.

\section*{Computed values}
\begin{verbatim}
laser, mean Stokes wavelength: 532, 546.5 nm
alpha amorphous (laser, Stokes): 8.0e+04, 7.0e+04 cm^-1
alpha crystalline (laser, Stokes): 8.0e+03, 7.0e+03 cm^-1
kappa_a, kappa_c: 0.0150, 0.0015 nm^-1
1/kappa_a, 1/kappa_c: 66.7, 666.7 nm
real index a, c, glass: 4.4, 4.15, 1.5
film thickness: 300 nm; y: 0.8; R: 1.0
L_a(d), L_c(d): 65.93, 241.58 nm
X naive (area fraction): 0.500
X uniform mixture: 0.556
X columns: 0.254; V_a/V_c columns: 2.932
X amorphous on top: 0.737; amorphous thickness 78.8 nm
X amorphous beneath: 0.253; amorphous thickness 224.1 nm
crystalline thickness above amorphous: 75.9 nm
thick-limit t on top, h above: 146.5, 78.5 nm
X order below: mixture, columns, a on top, a beneath
X for 10 nm film: 0.556, 0.539, 0.565, 0.546
X for 300 nm film, y=0.2: 0.833, 0.577, 0.888, 0.700
X for 300 nm film, y=0.5: 0.667, 0.353, 0.796, 0.382
X for 300 nm film, y=1.0: 0.500, 0.214, 0.708, 0.206
dX/dln y mixture, columns: -0.247, -0.190
alternating 1.0, 0.5 nm layers, error of yR: 0.83, 0.41 %
graded film true X 0.500, apparent X: 0.667
thick pure samples A_c/A_a: 8.000 (true y 0.8)
R through glass, a on top in front view: 0.220
R through glass, a beneath in front view: 32.29
fringe period in thickness: 64.1 nm
wave optics, columns: true X 0.254, inferred min/mean/max 0.233/0.412/0.626
wave optics, top: true X 0.737, inferred min/mean/max 0.763/0.796/0.821
wave optics, beneath: true X 0.253, inferred min/mean/max 0.244/0.269/0.286
surface field factor c/a for columns: 1.217
local-field factor c/a in mixture: 1.178; X becomes 0.515
orientation scatter, 1 grain, 100 grains: 18.7, 1.9 %
change of y by occupation, 300 to 400 K: -0.93 %
longest oblique path excess at NA 0.5: 0.73 %
X mixture if 10 % of A_a belongs to A_c: 0.604
\end{verbatim}
